# Oven temperature scatter and the spread of interconnect lifetimes

## The problem

Copper interconnect lines are tested for electromigration in an oven. A current is passed through each line until it fails. At fixed current, the lifetime is taken to follow the Arrhenius law

$$
t=A\,e^{E/\theta},\qquad \theta=k_BT, \tag{1}
$$

where $E$ is the activation energy and $A$ does not depend on temperature. The algebra is in atomic units, where $\theta$ is an energy in hartree. Since $E$ and $\theta$ enter as a ratio, the numbers can be put in with both in eV.

The activation energy is $E=0.9$ eV and the mean line temperature is $T_0=573$ K. The lines do not all sit at this temperature: each keeps its own constant value throughout the test, and these values have a standard deviation $\sigma_T=5$ K. Even at one common temperature the lifetimes would scatter, because the lines differ in grain structure, interfaces and dimensions. This intrinsic scatter has a standard deviation $s_0=0.30$ in $\ln t$. All logarithms are natural, and "spread" means the standard deviation of $\ln t$, a pure number.

1. What spread $s_T$ would the temperature differences cause by themselves?
2. What is the total spread when temperature and intrinsic quality are independent?
3. By what factor does the temperature scatter change the time at which 0.1 % of the lines have failed?
4. What changes if the 5 K describes an offset shared by all lines of a lot, or a fluctuation in time?

## A first estimate by scaling

The exponent in (1) is a large number. Room temperature corresponds to about $1/40$ eV, and 573 K is nearly twice room temperature, so $\theta_0=k_BT_0\approx0.05$ eV and

$$
\frac{E}{\theta_0}\approx\frac{0.9}{0.05}=18 .
$$

A small fractional change of $T$ changes this exponent by the same fraction. To change it by one unit, and hence the lifetime by a factor of about $e$, the temperature must change by about one part in 18:

$$
\Delta T_e\approx\frac{573\ \text{K}}{18}\approx 32\ \text{K}.
$$

A scatter of 5 K is a fraction $5/32\approx0.16$ of this step, so the logarithm of the lifetime should scatter by about 0.16.

The estimate treats the exponent as a straight line in $T$ over the width of the scatter. It does not say how good that is, nor how the result combines with the intrinsic spread.

## The solution

### Slope of the logarithmic lifetime

Taking the logarithm of (1) gives $\ln t=\ln A+E/(k_BT)$. Since $d(1/T)/dT=-1/T^2$,

$$
\frac{d\ln t}{dT}=-\frac{E}{k_BT^2}. \tag{2}
$$

The minus sign says that hotter lines fail earlier. With $k_B=8.617\times10^{-5}$ eV/K, the thermal energy is $\theta_0=0.04938$ eV, and the slope at $T_0$ is

$$
-\frac{0.9}{0.04938\times573}\ \text{K}^{-1}=-0.0318\ \text{K}^{-1}.
$$

Each kelvin costs about 3 % of the lifetime.

If the temperatures stay close to $T_0$, the deviation of $\ln t$ is the slope times $T-T_0$. A standard deviation is multiplied by the magnitude of such a factor, so

$$
\boxed{\,s_T\simeq\frac{E\,\sigma_T}{k_BT_0^2}=0.0318\times5=0.159\,} \tag{3}
$$

To leading order this needs the standard deviation of the temperatures but not the shape of their distribution, provided that the distribution is narrow. A distribution with skewness $\gamma$ adds a relative correction of about $-\gamma\,\sigma_T/T_0$, here about 0.9 % in size for $|\gamma|=1$ and about twice that for $|\gamma|=2$; for the symmetric distributions treated below the correction is much smaller.

### An exact case

To see what the straight line leaves out, define

$$
a=\frac{E}{k_BT_0}=18.227,\qquad \varepsilon=\frac{T-T_0}{T_0},\qquad u=\frac{\sigma_T}{T_0}=0.008726 .
$$

Then $\ln t=\ln A+a/(1+\varepsilon)$ without approximation, and (3) reads $s_T\simeq au$.

Let $\varepsilon$ be uniformly distributed between $-\eta$ and $\eta$, with $\eta<1$. Its variance is $\eta^2/3$, so a standard deviation $u$ requires $\eta=\sqrt3\,u$. The two averages needed are

$$
\left\langle\frac1{1+\varepsilon}\right\rangle
=\frac1{2\eta}\int_{-\eta}^{\eta}\frac{d\varepsilon}{1+\varepsilon}
=\frac1{2\eta}\ln\frac{1+\eta}{1-\eta}
=\frac{\operatorname{artanh}\eta}{\eta},
$$

$$
\left\langle\frac1{(1+\varepsilon)^2}\right\rangle
=\frac1{2\eta}\left(\frac1{1-\eta}-\frac1{1+\eta}\right)
=\frac1{1-\eta^2}.
$$

The variance is the mean square minus the square of the mean, hence

$$
s_T^2=a^2\left[\frac1{1-\eta^2}-\left(\frac{\operatorname{artanh}\eta}{\eta}\right)^2\right]. \tag{4}
$$

For small $\eta$ we use $1/(1-\eta^2)=1+\eta^2+\eta^4+\dots$ and $\operatorname{artanh}\eta/\eta=1+\eta^2/3+\eta^4/5+\dots$. The square of the second series is $1+\tfrac23\eta^2+\left(\tfrac19+\tfrac25\right)\eta^4+\dots$, so the bracket becomes

$$
\frac{\eta^2}{3}+\frac{22}{45}\eta^4+\dots
=u^2\left(1+\frac{22}{5}u^2+\dots\right),
$$

where $\eta^2=3u^2$ was inserted. The square root halves the relative correction:

$$
s_T=au\left(1+\tfrac{11}{5}u^2+\dots\right).
$$

### Normally distributed temperatures

For a normal distribution we expand the lifetime law itself:

$$
\ln t-\ln t_0=a\left(-\varepsilon+\varepsilon^2-\varepsilon^3+\dots\right),\qquad t_0=t(T_0). \tag{5}
$$

The normal law must be understood as cut off far from $T=0$, where $1/T$ diverges. At 5 K width that point lies more than 100 standard deviations away. The moments are $\langle\varepsilon^2\rangle=u^2$ and $\langle\varepsilon^4\rangle=3u^4$, and the odd ones vanish. To order $u^4$ the variance of the bracket has three parts:

- the variance of $-\varepsilon$, which is $u^2$;
- the variance of $\varepsilon^2$, which is $3u^4-u^4=2u^4$;
- twice the covariance of $-\varepsilon$ and $-\varepsilon^3$, which is $2\times3u^4=6u^4$.

The covariance of $-\varepsilon$ with $\varepsilon^2$ is an odd moment and vanishes. Therefore

$$
s_T^2=a^2u^2(1+8u^2+\dots),\qquad s_T=au(1+4u^2+\dots). \tag{6}
$$

## Comparison of estimate and solution

The results for question 1 are:

| Method | $s_T$ |
|---|---|
| Scaling, with $\theta_0\approx0.05$ eV | 0.157 |
| Linear formula (3) | 0.15905 |
| Full law, uniform temperatures | 0.15908 |
| Full law, normal temperatures | 0.15910 |

The last two rows were computed by numerical quadrature over the unexpanded law. The extra digits serve to show the differences; for a real line, 0.16 is all that the input deserves.

The scaling estimate is about 1 % below the linear formula. That difference comes from rounding $\theta_0$ up from 0.04938 to 0.05 eV, since (3) is the same scaling argument with the unrounded value. For normally distributed temperatures the curvature of the Arrhenius law matters far less: $4u^2=3.0\times10^{-4}$ relative to the linear result. It would reach 1 % at $u=0.05$, a temperature scatter of about 29 K.

The straight line works because the correction to the spread is governed by $u$, the fractional temperature scatter, and not by the large exponent $a$. The exponent multiplies all terms in (5) alike and drops out of their ratio.

For a single line, one standard deviation on the hot side multiplies the lifetime by $e^{-0.159}=0.85$, and one on the cool side by $e^{0.159}=1.17$.

## Combining with the intrinsic spread

Write the deviation of $\ln t$ as $x+y$, where $x$ comes from temperature and $y$ from the intrinsic differences. The variance of a sum is

$$
s^2=s_0^2+s_T^2+2\rho\,s_0s_T, \tag{7}
$$

where $\rho$ is the correlation coefficient of $x$ and $y$. For independent causes $\rho=0$, and the variances add:

$$
s=\sqrt{0.30^2+0.159^2}=\sqrt{0.0900+0.0253}=0.340 .
$$

This answers question 2. The oven contributes a component of 0.16, but it raises the total spread by 0.04. The plain sum $s_0+s_T=0.459$ would require $\rho=1$, which means that the hottest lines are also the intrinsically weakest, in strict proportion.

Two limits show how (7) behaves at $\rho=0$. When $s_T\ll s_0$, expanding the square root gives

$$
s\simeq s_0+\frac{s_T^2}{2s_0},
$$

so halving the temperature scatter cuts its effect on the total to a quarter. In the example this expression gives an increase of 0.042, close to the 0.040 from the full root. When $s_T\gg s_0$, the roles are exchanged: $s\simeq s_T+s_0^2/(2s_T)$, and the test then measures mainly its own oven.

Equation (7) can also be read backwards. If the temperature scatter is known and independent of line quality, the intrinsic spread follows from a measured total as $s_0=\sqrt{s^2-s_T^2}$.

## Early failures

Let the intrinsic scatter and the temperatures both be normally distributed. In the linear approximation $\ln t$ is then normal too, and a fraction $p$ of the lines has failed at

$$
t_p=t_{50}\,e^{z_ps}, \tag{8}
$$

where $t_{50}$ is the median lifetime and $z_p$ is the point below which a standard normal variable falls with probability $p$. For $p=0.1\,\%$, $z_p=-3.090$. In this approximation temperature scatter leaves the median at $t_0$ and changes the spread from $s_0$ to $s$. It therefore multiplies $t_p$ by

$$
e^{z_p(s-s_0)}=e^{-3.090\times0.0396}=0.885 . \tag{9}
$$

The 0.1 % failure time is about 11 % shorter than it would be with all lines at 573 K. Adding the spreads linearly would have given $e^{-3.090\times0.159}=0.61$, a reduction of 39 %.

A numerical solution for $t_p$ with the unexpanded Arrhenius law gives 0.888 instead of 0.885. The small difference comes from the term $a\varepsilon^2$ in (5), which is positive: hot lines lose slightly less life than the straight line predicts. A small change in the values of $\ln t$ moves a quantile by the mean change among the lines that lie at that quantile. In the linear model, the lines at $z_p$ have a standardized thermal deviation $g=-\varepsilon/u$ with mean $z_ps_T/s$ and variance $s_0^2/s^2$. The quantile therefore shifts by

$$
au^2\langle g^2\rangle=au^2\,\frac{z_p^2s_T^2+s_0^2}{s^2}\approx0.00139\times2.88=0.004,
$$

and, with one more digit kept in (9), $0.8849\,e^{0.0040}=0.888$.

This reduction belongs to the test. If the total spread of 0.34 is carried over to a product whose lines all share one temperature, the early failure time is underestimated by the factor (9). If the product has its own temperature scatter, that scatter must be evaluated at the temperature of use. At 378 K the same 5 K gives, by (3),

$$
s_T=0.159\left(\frac{573}{378}\right)^2=0.37,
$$

which is larger than the intrinsic spread. The factor $1/T^2$ makes a given temperature difference count for more in cooler operation, with $E$ held fixed. These comparisons take $s_0$ to be the same in the test and in use; any part of it that comes from differences in $E$ between lines grows as $1/T$ on cooling.

## What the 5 K must mean

### An offset shared by a lot

Suppose that all lines tested together have the same temperature, and that this temperature varies from one lot to the next. Within a lot the thermal term is a constant. It shifts every $\ln t$ equally and leaves the internal spread at $s_0=0.30$.

The scatter appears between lots. The mean of $\ln t$ over $n$ lines carries the full thermal deviation and an intrinsic deviation reduced by averaging, so its standard deviation is

$$
\sqrt{s_T^2+\frac{s_0^2}{n}}=\sqrt{0.0253+\frac{0.0900}{20}}=0.173
$$

for $n=20$. More lines per lot reduce the second term but not the first. A narrow distribution within one lot is therefore no evidence that the oven was at the right temperature.

### Fluctuations in time

Suppose instead that each line's temperature varies during its life. Let damage accumulate at the rate $1/t(T)$, with failure when the total reaches one. Divide the nominal life $t_0$ into $N$ intervals with independent temperatures $T_i$, and let $r_i=t_0/t(T_i)$ be the relative damage rates. To first order $r_i-1$ has standard deviation $s_T$. The life is set by the average of about $N$ such rates, so its spread is

$$
\frac{s_T}{\sqrt N}=\frac{0.159}{5}=0.032\qquad(N=25).
$$

A simulation of 20,000 such histories, each followed until the damage reached its limit, also gave 0.032. For a continuously varying temperature whose correlation decays as $e^{-t/\tau}$ with $\tau\ll t_0$, the effective number of independent intervals is $N\approx t_0/(2\tau)$. Fluctuations that are fast in this sense thus hardly widen the distribution.

They do shorten the life a little. From (5), $r=e^{a\varepsilon-a\varepsilon^2+\dots}$. Expanding the exponential to second order in $\varepsilon$ and averaging gives

$$
\ln\langle r\rangle\simeq\frac{a^2u^2}{2}-au^2=0.0126-0.0014=0.011 .
$$

The first term arises because hot periods add more damage than equally cold periods save. The second is the curvature of $1/T$, which acts the other way. The net effect is a life about 1 % shorter.

So the answer to question 4 is that 5 K widens the measured distribution by the full component $s_T$ when it describes lasting differences between the lines being compared.

## The model beside real lines

The parameters are rough values for copper lines under a dielectric cap, where atoms move mainly along the interface between copper and cap. Activation energies of roughly 0.8 to 1.0 eV are typical of that path, and test temperatures near 573 K are common. A standard deviation of 5 K is large for a well-regulated oven; because (3) is proportional to $\sigma_T$, 1 K would give 0.032. Over the quoted range of $E$, the result for 5 K runs from 0.14 to 0.18. The early-failure factor (9) further assumes a single failure mechanism whose $\ln t$ stays normal down to the 0.1 % tail. Real copper interconnects often show a separate early-failure mode, such as voids at vias; the tail is then set by that mode, with its own $E$ and spread, and (8) and (9) do not apply to the pooled data.

The assumption most open to doubt is that all lines share one activation energy. At fixed $T$ and $A$, a deviation $\delta E$ changes $\ln t$ by $\delta E/\theta_0$. A line-to-line standard deviation of 0.01 eV, assumed here for illustration, gives $0.01/0.04938=0.20$, more than the oven does. If $s_0$ was measured at the test temperature it already contains this part. If not, the total rises from 0.34 to

$$
\sqrt{0.30^2+0.159^2+0.2025^2}=0.40 .
$$

A correlation $\rho=0.2$ in (7), without this extra part, would raise the total to 0.37.

The prefactor $A$ may also depend on temperature. If life is limited by the growth of a void, it is inversely proportional to the drift velocity of the atoms. That velocity is their mobility, $D/\theta$ with $D\propto e^{-E/\theta}$, times the electron-wind force, which at fixed current is proportional to the resistivity $\rho_{\rm el}$ if the effective charge is constant. Hence $t\propto(T/\rho_{\rm el})\,e^{E/\theta}$ and

$$
\frac{d\ln t}{dT}=-\frac{E}{k_BT^2}+\frac1T-\frac1{\rho_{\rm el}}\frac{d\rho_{\rm el}}{dT}.
$$

Take $\rho_{\rm el}\propto1+\alpha(T-293\ \text{K})$ with a rough $\alpha=0.003$ K$^{-1}$. The two extra terms are then $+0.00175$ and $-0.00163$ K$^{-1}$. They nearly cancel, and $s_T$ becomes 0.1585. This depends on the constant effective charge: if the effective charge instead varies as $1/\rho_{\rm el}$, the wind force at fixed current does not depend on temperature, the last term drops out, and $s_T$ is 0.150.

Joule heating is a small correction as well. If the current warms every line by the same 5 K above the assumed 573 K, $s_T$ falls to 0.156, because the slope (2) is smaller at higher temperature. In practice the rise grows with the resistivity, so hotter lines heat slightly more, which takes back part of this reduction. If this rise differs between lines by 0.5 K, it contributes a spread of 0.016. If it is independent of the oven temperature, it adds in quadrature to 0.159 and changes the thermal component by about 0.5 %.
